# Why the bias-window current resists the equilibrium-density contour

## Definitions and conventions

A single level of energy $e_0$ is coupled to a left and a right lead. Electrons do not interact, and the lead-induced widths $\Gamma_L,\Gamma_R>0$ are independent of energy (the wide-band limit). With $\Gamma=\Gamma_L+\Gamma_R$, the retarded Green function is

$$G(z)=\frac{1}{z-e_0+i\Gamma/2}. \tag{1}$$

The leads have Fermi functions $f_\alpha(E)=[e^{(E-\mu_\alpha)/kT}+1]^{-1}$, with $\mu_L>\mu_R$. Including spin, the current is

$$I=\frac{2e}{h}J,\qquad J=\int_{-\infty}^{\infty}T(E)\,[f_L(E)-f_R(E)]\,dE, \tag{2}$$

where $e$ is the elementary charge and $I$ is positive for electron flow from left to right. With $J$ in eV, the factor $2e/h$ is 77.48 µA/eV.

The example has $\Gamma_L=0.02$ eV, $\Gamma_R=0.03$ eV, $e_0=0.1$ eV and a bias of 0.6 V, so $\mu_L=0.3$ eV and $\mu_R=-0.3$ eV. The temperature is zero or 300 K, as stated.

## Transmission and density from the same scattering state

Let each lead be a chain with hopping $-t$ and energy $E=-2t\cos k$, $0<k<\pi$. The level, at site 0, is joined to the chains by hoppings $-v_L$ and $-v_R$. For a wave incoming from the left,

$$\psi_n=e^{ikn}+re^{-ikn}\ (n\le-1),\qquad \psi_n=\tau e^{ikn}\ (n\ge1),$$

and the level has amplitude $\varphi$. At site $-1$ the Schrödinger equation is $E\psi_{-1}=-t\psi_{-2}-v_L\varphi$. The wave form continued to $n=0$ would satisfy the same equation with $t(1+r)$ in place of $v_L\varphi$. Hence $t(1+r)=v_L\varphi$, and likewise $t\tau=v_R\varphi$. At the level,

$$(E-e_0)\varphi=-v_L(e^{-ik}+re^{ik})-v_R\tau e^{ik}.$$

Inserting $r=v_L\varphi/t-1$ and $\tau=v_R\varphi/t$ gives

$$\left[E-e_0+\frac{v_L^2+v_R^2}{t}e^{ik}\right]\varphi=v_L(e^{ik}-e^{-ik})=2iv_L\sin k .$$

The bracket is $1/G$, with self-energy $\Sigma=-(v_L^2+v_R^2)e^{ik}/t$. Defining $\Gamma_\alpha=-2\,\mathrm{Im}\,\Sigma_\alpha=2v_\alpha^2\sin k/t$, we find

$$\tau=\frac{2iv_Lv_R\sin k}{t}G=i\sqrt{\Gamma_L\Gamma_R}\,G,\qquad T=|\tau|^2=\Gamma_L\Gamma_R|G|^2. \tag{3}$$

The first relation is the Fisher-Lee formula and the second the Caroli formula, for one level. No velocity factor appears because the two leads are alike. The wide-band limit is $t\to\infty$ with $v_\alpha^2=\Gamma_\alpha t/2$: then $k\to\pi/2$ and $\Sigma\to-i\Gamma/2$.

The same state gives the density. There are $dk/2\pi=dE/(4\pi t\sin k)$ incoming states per energy interval, each with weight $|\varphi|^2=4v_L^2\sin^2k\,|G|^2$ on the level. Their product is $\Gamma_L|G|^2dE/2\pi$. We add the states from the right and assume that there are no bound states outside the lead bands, as is the case in the example. The occupation per spin is then

$$n=\int\frac{dE}{2\pi}\,(\Gamma_Lf_L+\Gamma_Rf_R)|G|^2. \tag{4}$$

On the real axis, rationalizing (1) gives

$$\mathrm{Im}\,G(E)=\frac{-\Gamma/2}{(E-e_0)^2+\Gamma^2/4}=-\frac{\Gamma}{2}|G(E)|^2. \tag{5}$$

In equilibrium $f_L=f_R=f$, the widths in (4) add to $\Gamma$, and

$$n=-\frac1\pi\,\mathrm{Im}\int f(E)\,G(E)\,dE. \tag{6}$$

The product of a retarded and an advanced function has collapsed to the retarded function alone. This permits the equilibrium contour.

## The poles of the continued transmission

To move an integral off the real axis one needs the analytic function that equals $T(E)$ on it. The factor $G^*$ must be continued as $[G(z^*)]^*=1/(z-e_0-i\Gamma/2)$. Therefore

$$T(z)=\Gamma_L\Gamma_R\,G(z)[G(z^*)]^*=\frac{\Gamma_L\Gamma_R}{(z-e_0-i\Gamma/2)(z-e_0+i\Gamma/2)}. \tag{7}$$

There are two simple poles, $z_\pm=e_0\pm i\Gamma/2$, here $0.100\pm0.025i$ eV. The retarded factor supplies the lower one and the advanced factor the upper one. At $z_+$ the other denominator equals $i\Gamma$, so

$$\operatorname{Res}_{z_+}T=\frac{\Gamma_L\Gamma_R}{i\Gamma},\qquad 2\pi i\operatorname{Res}_{z_+}T=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma}\equiv S. \tag{8}$$

At $z_-$ the residue has the opposite sign. The number $S$ is also the area of the whole resonance, $\int_{-\infty}^{\infty}T\,dE$, because $\int dx/(x^2+\Gamma^2/4)=2\pi/\Gamma$. For the example, $S=2\pi(0.02)(0.03)/0.05=0.0754$ eV.

Two points matter in practice. First, $|G(z)|^2$ at complex $z$ is not the continuation (7). It is not analytic, and its integral depends on the path. From $\mu_R$ to $\mu_L$, the integral of $\Gamma_L\Gamma_R|G(z)|^2$ is $0.0036-0.0020i$ eV along a semicircle and $0.0014-0.0021i$ eV along a half-ellipse twice as high. A code that takes the Hermitian conjugate of $G$ at the complex energy computes this quantity.

Secondly, the upper pole is not an artefact of the wide band. For chain leads the continued advanced factor has its pole where $z-e_0-\Sigma^a(z)=0$, with $\Sigma^a=-(v_L^2+v_R^2)e^{-ik}/t$. With $t=2$ eV and $v_\alpha^2=\Gamma_\alpha t/2$, it lies at $0.10063+0.02515i$ eV. The band moves the pole slightly and leaves it in the upper half-plane.

## Why the density contour works

At zero temperature, (6) is an integral of $G$ up to $\mu$. The pole of $G$ lies below the axis, as causality requires: the amplitude decays as $e^{-\Gamma t'/2\hbar}$ after a time $t'$. An arc above the axis, with the same end points, encloses no singularity with the real segment. By Cauchy's theorem both paths give the same integral.

Take an equilibrium filling with $\mu=0.3$ eV and a lower cutoff of $-5$ eV. The real axis and the semicircle both give $n=0.958856$. The cutoff omits a tail of about $(\Gamma/2)/(5.1\pi)=0.0016$ electrons, with energies in eV; it is the same on both paths.

The gain is in smoothness. Gauss-Legendre quadrature needs 291 points on the real axis and 29 on the arc for the absolute error to stay below $10^{-6}$. Here and below, a point count is the smallest number from which every rule up to 420 points meets the tolerance. The numerical output uses a simpler criterion, the first multiple of four that meets the tolerance together with the next multiple. On the real axis this can be too hopeful, because the error oscillates with the number of points: the output lists 200 for the density, but 202 points give an error of $9\times10^{-5}$.

## What happens to the current at zero temperature

The window integral is elementary. Substituting $x=2(E-e_0)/\Gamma$ turns $T\,dE$ into $(2\Gamma_L\Gamma_R/\Gamma)\,dx/(1+x^2)$, so

$$J=\frac{2\Gamma_L\Gamma_R}{\Gamma}\left[\arctan\frac{2(\mu_L-e_0)}{\Gamma}-\arctan\frac{2(\mu_R-e_0)}{\Gamma}\right]. \tag{9}$$

For the example, $J=0.024\,[\arctan 8+\arctan 16]=0.0709$ eV, and $I=5.49$ µA.

Now replace the real segment by a semicircle above it, with centre $\mu_c=(\mu_L+\mu_R)/2$ and radius $R=(\mu_L-\mu_R)/2$. Going along the segment from $\mu_R$ to $\mu_L$ and back along the arc is a counterclockwise loop. It encloses $z_+$ if

$$(e_0-\mu_c)^2+\Gamma^2/4<R^2. \tag{10}$$

In that case the residue theorem gives $J-J_{\rm arc}=S$, or

$$J_{\rm arc}=J-S=-\left[\int_{-\infty}^{\mu_R}+\int_{\mu_L}^{\infty}\right]T(E)\,dE. \tag{11}$$

The second equality holds because $S$ is the total area. The arc returns minus the part of the resonance that lies outside the window. The better the window covers the level, the closer the result comes to zero, while the true current approaches its maximum.

Here (10) reads $0.0106<0.09$ in eV², so the pole is enclosed. The arc gives $0.0709-0.0754=-0.0045$ eV, or $-0.35$ µA instead of $5.49$ µA. Convergence gives no warning. To an error of $10^{-6}J$, the real axis needs 80 points, while the arc reaches its wrong limit with 9. An arc below the axis does no better: since $T(z^*)=T(z)^*$, it gives the complex conjugate of (11), which is the same real number.

If (10) fails in the opposite sense, the arc is correct as it stands. This happens for a level far outside the window, and also for a broad level whose pole lies above the arc. With the same window, the condition was tested on five cases:

- enclosed, with $S$ missing: $(e_0,\Gamma)=(0.1,0.05)$ and $(0.2,0.4)$ eV;
- not enclosed, with nothing missing: $(0.5,0.05)$, $(0.1,0.8)$ and $(0.25,0.4)$ eV.

A bias sweep that keeps this semicircle would therefore jump by $S$ when the growing arc passes over the pole. At equality the pole lies on the path and the arc integral is undefined.

## Why a more careful path does not help

One might keep the path below the upper pole. Put $z=e_0+x+iy$ with $0<y<\Gamma/2$, and write $g=\Gamma/2$. The denominator of (7) is $(x+iy)^2+g^2$, whose squared modulus is

$$(x^2-y^2+g^2)^2+4x^2y^2=x^4+2x^2(g^2+y^2)+(g^2-y^2)^2.$$

This is smallest at $x=0$, so the peak values on the lifted line are

$$\max|T|=\frac{\Gamma_L\Gamma_R}{\Gamma^2/4-y^2},\qquad \max|G|=\frac{1}{\Gamma/2+y}. \tag{12}$$

Lifting lowers the peak of $G$ and raises that of $T$. At $y=\Gamma/4=0.0125$ eV, $|G|$ falls from 40.0 to 26.7 eV$^{-1}$, while $|T|$ rises from 0.96 to 1.28. The density path moves away from its singularity, and the current path moves towards one.

The obstruction holds for paths of any shape when $e_0$ lies inside the window. Consider the vertical segment from $z_-$ to $z_+$, a gate of height $\Gamma$. The real path crosses it once. Suppose that another path from $\mu_R$ to $\mu_L$ avoids the gate, and close it with the real segment. The resulting loop crosses the gate once, so its winding numbers around $z_+$ and $z_-$ differ by one. The two residues are equal and opposite, so the loop integral is $\pm S$, not zero. Hence a path that gives the correct $J$ without a residue must pass through the gate, within $\Gamma/2$ of a pole. A narrow resonance cannot be smoothed by deforming the path of $T$ alone.

## Finite temperature

The Fermi functions add poles of their own. Near $z_m=\mu+i(2m+1)\pi kT$ the exponential is $-1$ and the denominator of $f$ has slope $-1/kT$, so the residue of $f$ is $-kT$. Also, $f(E+2\pi ikT)=f(E)$. This makes the line $\mathrm{Im}\,z=2\pi kT$ convenient: it encloses one Fermi pole per lead, $\zeta_\alpha=\mu_\alpha+i\pi kT$, and the occupation factors on it are real.

Write $\Delta f=f_L-f_R$. The far vertical sides vanish because $\Delta f$ decays exponentially. The residue theorem gives, for $\Gamma/2<2\pi kT$,

$$J=\int_{-\infty}^{\infty}T(E+2\pi ikT)\,\Delta f(E)\,dE-2\pi ikT\,[T(\zeta_L)-T(\zeta_R)]+S\,\Delta f(z_+). \tag{13}$$

The first two terms have counterparts in the density calculation. The last does not. It is absent if $\Gamma/2>2\pi kT$. The formula needs modification if $z_+$ lies on the line or coincides with a Fermi pole, where a double pole forms.

At 300 K, $kT=0.02585$ eV, the Fermi poles lie at height 0.081 eV and the line at 0.162 eV. The transmission pole, at 0.025 eV, is passed first. The three terms of (13) are, in eV:

- lifted line: $-0.003061+0.000988i$;
- Fermi poles: $-0.001657-0.000961i$;
- transmission pole: $0.075380-0.000027i$.

The imaginary parts cancel and the sum is 0.07066 eV, equal to the real-axis value, or 5.47 µA. Without the last term the real part would be $-0.00472$ eV, or $-0.37$ µA. The leftover imaginary part would be only 0.000027 eV, so a small imaginary part is no evidence of a correct result.

## What to do about it

The obstruction concerns the product of $G$ and its advanced partner. It can be removed in two ways when the widths are constant.

**Add the residue.** If the pole is known, integrate $T$ on the arc and add $S$ when (10) holds, or use (13). For one level this is immediate. For many levels every enclosed pole must be found.

**Use the retarded function alone.** Equation (5) turns the Caroli formula into

$$T(E)=-\frac{2\Gamma_L\Gamma_R}{\Gamma}\,\mathrm{Im}\,G(E)\qquad(E\ \text{real}). \tag{14}$$

The real prefactor and the real $\Delta f$ allow the imaginary part to be taken after integration:

$$J=-\frac{2\Gamma_L\Gamma_R}{\Gamma}\,\mathrm{Im}\int_{\rm arc}G(z)\,dz\qquad(\text{zero temperature}). \tag{15}$$

The integrand has no upper pole, and the arc gives 0.070916 eV, the real-axis value, with 7 points instead of 80 at the same tolerance. The order is essential: $\mathrm{Im}\,G(z)$ at complex $z$ is not analytic. At finite temperature the integral in (15) becomes

$$\int G(E+2\pi ikT)\,\Delta f(E)\,dE-2\pi ikT\,[G(\zeta_L)-G(\zeta_R)],$$

which reproduces 0.070661 eV at 300 K.

**Several levels.** Let $H=H_0-\tfrac i2(\Gamma_L+\Gamma_R)$ with constant Hermitian width matrices, $G=(E-H)^{-1}$ and $T=\mathrm{Tr}[\Gamma_LG\Gamma_RG^\dagger]$. Seek a matrix $X$ satisfying

$$i(HX-XH^\dagger)=\Gamma_R. \tag{16}$$

Since $HX-XH^\dagger=X(E-H^\dagger)-(E-H)X$, multiplying by $G$ from the left and $G^\dagger$ from the right gives

$$G\Gamma_RG^\dagger=i(GX-XG^\dagger).$$

The solution is unique if $H$ and $H^\dagger$ share no eigenvalue, which is assured when all eigenvalues of $H$ lie strictly below the axis. The adjoint of (16) is the same equation for $X^\dagger$, so $X=X^\dagger$. Then $\mathrm{Tr}[\Gamma_LXG^\dagger]$ is the complex conjugate of $\mathrm{Tr}[\Gamma_LGX]$, and

$$T(E)=-2\,\mathrm{Im}\,\mathrm{Tr}[\Gamma_LG(E)X]. \tag{17}$$

For one level, $X=\Gamma_R/\Gamma$ and (14) returns. As a test with widths that are not proportional, take, in eV,

$$H_0=\begin{pmatrix}-0.10&0.05\\0.05&0.15\end{pmatrix},\quad
\Gamma_L=\begin{pmatrix}0.06&0.01\\0.01&0.02\end{pmatrix},\quad
\Gamma_R=\begin{pmatrix}0.01&-0.01\\-0.01&0.05\end{pmatrix}.$$

The upper poles are $-0.110+0.035i$ and $0.160+0.035i$ eV. For the same window at zero temperature, the real axis gives $J=0.15998$ eV, the arc of the product $-0.01265$ eV, and the arc of (17) $0.15998$ eV.

With energy-dependent self-energies, (16) has to hold at every energy, and $X$ in general depends on energy. It is constant for proportional widths, $\Gamma_R(E)=c\,\Gamma_L(E)$ with constant $c$, for one level or, as matrices, for several. The chain leads above are an example. Then $X=c/(1+c)$, times the unit matrix, solves (16) at every energy. The current follows from the arc integral of $\mathrm{Tr}[\Gamma_L(z)G(z)X]$, with $\Gamma_L$ continued analytically, provided that the continued $\Gamma_L$ has no singularity between the real segment and the arc. This must be checked: a Lorentzian width proportional to $W^2/(E^2+W^2)$ has a pole at $iW$, and an arc that encloses it gives a wrong current. For other widths, $X(E)$ must be continued as well, by solving (16) with $H$, $H^\dagger$ and $\Gamma_R$ each continued analytically from the real axis. For one level this gives $X(z)=\Gamma_R(z)/[\Gamma_L(z)+\Gamma_R(z)]$. The arc is then valid if neither the continued widths nor $X(z)$ has a singularity between the real segment and the arc. For one level, $X$ can have a new pole where $\Gamma_L(z)+\Gamma_R(z)=0$; for several, where the continued $H$ and $H^\dagger$ share an eigenvalue. If such singularities cannot be excluded or accounted for, the window should be integrated on or very near the real axis, with points concentrated at the resonances.

The density out of equilibrium can be treated in the same way. By (4), it is the equilibrium integral with $f_R$ plus $\int\Gamma_L|G|^2\Delta f\,dE/2\pi$. This second part contains the same product as the current, and for one level $\Gamma_L|G|^2=-2(\Gamma_L/\Gamma)\,\mathrm{Im}\,G$ on the real axis. The ratio $\Gamma_L/\Gamma$ must be continued together with $G$, under the same condition on singularities.

## The numbers beside a real junction

The parameters are round numbers chosen to represent a single molecule between two metal leads. The level lies well inside the bias window, so the current is close to its maximum, $(2e/h)S=5.84$ µA. Of the neglected effects estimated here, charging is the largest. A rough charging energy $U=1$ eV is 20 times $\Gamma$. A two-peak estimate gives the resonance at $e_0$ the weight $1-n$ and a second one at $e_0+U$ the weight $n$, where $n$ is the occupation per spin. At zero temperature it yields $n=0.29$ and a current 28% lower. Relative to the same zero-temperature current, leads with $t=2$ eV and both bands centred at zero energy change it by $+0.5\%$, and an upward level drift of 0.06 eV, 10% of the bias energy, by $-1.5\%$; a downward drift of the same size gives $+0.6\%$. Over a rough gap of 1 nm the mean field is 6 MV/cm, so some drift is to be expected. Vibrations are not estimated. The contour error, $S/J=106\%$ of the current, exceeds each of these estimated corrections and is purely mathematical. The full values are in the numerical output below.

## Table of computed values

```
width GL: 0.020 eV
width GR: 0.030 eV
level e0: 0.100 eV
bias: 0.60 V
temperature: 300 K
kT: 0.025852 eV
2e/h factor: 77.4809 uA/eV
upper pole of T: 0.10000 +0.02500i eV
lower pole of T: 0.10000 -0.02500i eV
lead hopping, finite band: 2.0 eV
upper pole, finite band: 0.100633 +0.025150i eV
full resonance area: 0.075398 eV
density: mu: 0.30 eV
density: lower cutoff: -5.0 eV
occupation per spin, real axis: 0.958856
occupation per spin, arc: 0.958856
points, density real axis: 200
points, density arc: 32
J at 0 K, real axis: 0.070916 eV
J at 0 K, arc of T: -0.004483 eV
resonance area outside window: 0.004483 eV
J at 0 K, arc of G: 0.070916 eV
current at 0 K, true: 5.4946 uA
current at 0 K, arc of T: -0.3473 uA
points, J real axis: 76
points, arc of T to wrong limit: 12
points, arc of G: 8
|G|^2 on semicircle: 0.003622 -0.002008i eV
|G|^2 on ellipse twice as high: 0.001431 -0.002055i eV
lift below pole: 0.0125 eV
peak |T| on axis: 0.9600
peak |T| on lifted line: 1.2800
peak |G| on axis: 40.000 1/eV
peak |G| on lifted line: 26.667 1/eV
first Fermi pole height: 0.081216 eV
lifted line height 2 pi kT: 0.162433 eV
J at 300 K, real axis: 0.070661 eV
  lifted line part: -0.003061 +0.000988i eV
  Fermi pole part: -0.001657 -0.000961i eV
  transmission pole part: 0.075380 -0.000027i eV
J at 300 K, via G: 0.070661 eV
current at 300 K: 5.4749 uA
two levels: upper pole 1: -0.10963 +0.03500i eV
two levels: upper pole 2: 0.15963 +0.03500i eV
two levels: J real axis: 0.159981 eV
two levels: J arc of T: -0.012650 +0.000000i eV
two levels: J arc via X: 0.159981 eV
finite band: current change: 0.531 %
level drift (10% of bias): 0.060 eV
level drift: current change: -1.497 %
rough charging energy: 1.0 eV
charging energy / width: 20.0
charging: occupation per spin: 0.2852
charging: current change: -28.4 %
rough gap length: 1.0 nm
mean field in gap: 6.0 MV/cm
```
